# The Massive Scalar Propagator at Spacelike Distance: a program that tests the result

```python
# Result under test: the propagator of a free scalar field at spacelike distance r,
#     D = kappa * K1(kappa r) / (4 pi^2 r),   kappa = m c / hbar,
# with its short-distance and long-distance limits.
# D is the Fourier integral of i/(k0^2 - k^2 - kappa^2 + i eps), unit 1/length^2.
# x: spatial distance, ct: time difference times light speed, r^2 = x^2 - ct^2,
# w = sqrt(k^2 + kappa^2), tau = eta + i ct with damping length eta > 0.
# Lengths are in angstrom, energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0, k1, kv

rest_energy = 1000.0
hbar_c = const.hbar * const.c / const.e * 1e10
kappa = rest_energy / hbar_c
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
light_speed_au = 1 / const.fine_structure
mass_au = rest_energy / hartree / light_speed_au**2
assert abs(mass_au * light_speed_au / bohr / kappa - 1) < 1e-8


def bessel_formula(r):
    return kappa * k1(kappa * r) / (4 * np.pi**2 * r)


def radial_quadrature(r):
    """Equal-time mode integral with the massless part separated."""
    z = kappa * r

    def remainder(q):  # equals 1 - q/sqrt(1+q^2), without cancellation
        root = np.sqrt(1 + q * q)
        return 1 / (root * (root + q))

    integral = quad(remainder, 0, np.inf, weight="sin", wvar=z,
                    epsabs=1e-11, limit=200, limlst=200)[0]
    return (1 - z * integral) / (4 * np.pi**2 * r**2)


gauss_x, gauss_w = np.polynomial.legendre.leggauss(20)


def damped_mode_integral(x, tau):
    """Direct radial momentum integral with the factor exp(-tau w)."""
    k_max = 40 / np.real(tau)
    edges = np.linspace(0, k_max, int(np.ceil(k_max)) + 1)
    half = (edges[1] - edges[0]) / 2
    k = (edges[:-1, None] + half * (1 + gauss_x)).ravel()
    weights = np.tile(half * gauss_w, len(edges) - 1)
    w = np.sqrt(k**2 + kappa**2)
    values = k * np.sin(k * x) / w * np.exp(-tau * w)
    return np.sum(weights * values) / (4 * np.pi**2 * x)


etas = 0.4 / 2.0**np.arange(6)


def undamped_limit(x, ct):
    """Polynomial extrapolation of the damped integral to eta = 0."""
    total = 0
    for i, eta in enumerate(etas):
        others = np.delete(etas, i)
        lagrange = np.prod(-others / (eta - others))
        total += lagrange * damped_mode_integral(x, eta + 1j * ct)
    return total


# Frequency integral, at a finite imaginary shift, against its residue value.
w_test, shift, time_test = 1.0, 0.5, 1.3


def frequency_kernel(q):
    return 1j / (q * q - w_test**2 + 1j * shift)


real_part = quad(lambda q: frequency_kernel(q).real, 0, np.inf,
                 weight="cos", wvar=time_test, epsabs=1e-10)[0]
imag_part = quad(lambda q: frequency_kernel(q).imag, 0, np.inf,
                 weight="cos", wvar=time_test, epsabs=1e-10)[0]
pole = np.sqrt(w_test**2 - 1j * shift)
residue_value = np.exp(-1j * pole * time_test) / (2 * pole)
assert abs((real_part + 1j * imag_part) / np.pi - residue_value) < 1e-7

# Gaussian representation of exp(-tau w)/(2w), integrated over u = ln s.
w_test, tau_test = 1.7, 0.6
gauss_rep = quad(lambda u: np.exp(u / 2 - w_test**2 * np.exp(u)
                                  - tau_test**2 * np.exp(-u) / 4),
                 -8, 8, epsabs=1e-12, limit=200)[0] / (2 * np.sqrt(np.pi))
assert abs(gauss_rep - np.exp(-tau_test * w_test) / (2 * w_test)) < 1e-9

# Momentum integral against the one-parameter integral, real tau.
x_test, tau_test = 2.0, 0.4
rho_sq = x_test**2 + tau_test**2
s_integral = quad(lambda u: np.exp(-u - kappa**2 * np.exp(u)
                                   - rho_sq * np.exp(-u) / 4),
                  -8, 8, epsabs=1e-12, limit=200)[0] / (16 * np.pi**2)
assert abs(damped_mode_integral(x_test, tau_test) / s_integral - 1) < 1e-8

# Integral representation of K1.
for z in (0.5, 3.0):
    k1_integral = quad(lambda u: np.cosh(u) * np.exp(-z * np.cosh(u)),
                       0, 8, epsabs=1e-12)[0]
    assert abs(k1_integral / k1(z) - 1) < 1e-8

# Continuation to complex tau at finite damping.
tau = 0.2 + 1.5j
rho = np.sqrt(2.5**2 + tau**2)
continued = kappa * kv(1, kappa * rho) / (4 * np.pi**2 * rho)
assert abs(damped_mode_integral(2.5, tau) / continued - 1) < 1e-9

# Two pairs with the same invariant distance, and a timelike control.
equal_time = undamped_limit(2.0, 0.0)
unequal_time = undamped_limit(2.5, 1.5)
reverse_order = undamped_limit(2.5, -1.5)
timelike = undamped_limit(1.5, 2.5)
for value in (equal_time, unequal_time, reverse_order):
    assert abs(value / bessel_formula(2.0) - 1) < 1e-5
assert abs(timelike.imag) > 0.1 * abs(timelike)

print(f"rest energy: {rest_energy:.1f} eV")
print(f"hbar c: {hbar_c:.4f} eV angstrom")
print(f"kappa: {kappa:.6f} 1/angstrom")
print(f"reduced Compton length 1/kappa: {1 / kappa:.6f} angstrom")
print(f"mass in atomic units: {mass_au:.6e} electron masses")
print(f"light speed in atomic units: {light_speed_au:.4f}")

# Radial quadrature against the Bessel formula in three regimes.
distances = (0.02, 2.0, 20.0)
numeric = {}
for r in distances:
    numeric[r] = radial_quadrature(r)
    exact = bessel_formula(r)
    massless = 1 / (4 * np.pi**2 * r**2)
    assert abs(numeric[r] / exact - 1) < 1e-5
    print(f"r = {r:g} angstrom: kappa r = {kappa * r:.6f}")
    print(f"  D, radial quadrature: {numeric[r]:.5e} 1/angstrom^2")
    print(f"  D, Bessel formula:    {exact:.5e} 1/angstrom^2")
    print(f"  massless propagator:  {massless:.5e} 1/angstrom^2")
    print(f"  D / massless: {numeric[r] / massless:.6e}")

# Short-distance limit including its first correction.
r_short = distances[0]
z = kappa * r_short
measured_shift = numeric[r_short] * 4 * np.pi**2 * r_short**2 - 1
predicted_shift = z**2 / 2 * (np.log(z / 2) + np.euler_gamma - 0.5)
assert abs(measured_shift / predicted_shift - 1) < 1e-3
print(f"short distance, D/massless - 1, quadrature: {measured_shift:.5e}")
print(f"short distance, D/massless - 1, expansion:  {predicted_shift:.5e}")

# Long-distance limit, its bounds and the local decay rate.
r_long = distances[2]
z = kappa * r_long
leading = kappa**2 * np.exp(-z) / (4 * np.sqrt(2) * np.pi**1.5 * z**1.5)
ratio = numeric[r_long] / leading
upper = 1 + 3 / (8 * z)
max_gap = 15 / (128 * z**2)
assert 1 < ratio < upper
assert upper - ratio < max_gap
step = 0.5
rate_numeric = -(np.log(radial_quadrature(r_long + step))
                 - np.log(radial_quadrature(r_long - step))) / (2 * step)
rate_formula = kappa * k0(z) / k1(z) + 2 / r_long
rate_asymptotic = kappa + 1.5 / r_long
assert abs(rate_numeric / rate_formula - 1) < 1e-4
assert abs(rate_asymptotic / rate_formula - 1) < 1e-2
print(f"long distance, leading law: {leading:.5e} 1/angstrom^2")
print(f"long distance, D/leading, quadrature: {ratio:.6f}")
print(f"long distance, upper bound 1 + 3/(8z): {upper:.6f}")
print(f"long distance, largest allowed gap 15/(128 z^2): {max_gap:.6f}")
print(f"decay rate at 20 angstrom, quadrature: {rate_numeric:.5f} 1/angstrom")
print(f"decay rate at 20 angstrom, formula: {rate_formula:.5f} 1/angstrom")
print(f"kappa + 3/(2r) at 20 angstrom: {rate_asymptotic:.5f} 1/angstrom")

print(f"damping lengths: {etas[0]:.4f} down to {etas[-1]:.4f} angstrom")
print("Extrapolated damped integrals, 1/angstrom^2:")
print(f"  x = 2.0, ct = 0 angstrom: {equal_time.real:.5e}")
print(f"  x = 2.5, ct = 1.5 angstrom, real part: {unequal_time.real:.5e}")
print(f"  same pair, |imaginary/real| below 1e-5: "
      f"{abs(unequal_time.imag / unequal_time.real) < 1e-5}")
print(f"  timelike x = 1.5, ct = 2.5 angstrom, real: {timelike.real:.5e}")
print(f"  same timelike pair, imaginary: {timelike.imag:.5e}")
print(f"D at 2 angstrom in atomic units: "
      f"{numeric[2.0] * bohr**2:.5e} 1/bohr^2")
print("ALL CHECKS PASSED")
```

Output:

```
rest energy: 1000.0 eV
hbar c: 1973.2698 eV angstrom
kappa: 0.506773 1/angstrom
reduced Compton length 1/kappa: 1.973270 angstrom
mass in atomic units: 1.956951e-03 electron masses
light speed in atomic units: 137.0360
r = 0.02 angstrom: kappa r = 0.010135
  D, radial quadrature: 6.33088e+01 1/angstrom^2
  D, Bessel formula:    6.33088e+01 1/angstrom^2
  massless propagator:  6.33257e+01 1/angstrom^2
  D / massless: 9.997325e-01
r = 2 angstrom: kappa r = 1.013546
  D, radial quadrature: 3.77561e-03 1/angstrom^2
  D, Bessel formula:    3.77561e-03 1/angstrom^2
  massless propagator:  6.33257e-03 1/angstrom^2
  D / massless: 5.962206e-01
r = 20 angstrom: kappa r = 10.135461
  D, radial quadrature: 1.03782e-08 1/angstrom^2
  D, Bessel formula:    1.03782e-08 1/angstrom^2
  massless propagator:  6.33257e-05 1/angstrom^2
  D / massless: 1.638866e-04
short distance, D/massless - 1, quadrature: -2.67488e-04
short distance, D/massless - 1, expansion:  -2.67484e-04
long distance, leading law: 1.00181e-08 1/angstrom^2
long distance, D/leading, quadrature: 1.035945
long distance, upper bound 1 + 3/(8z): 1.036999
long distance, largest allowed gap 15/(128 z^2): 0.001141
decay rate at 20 angstrom, quadrature: 0.58348 1/angstrom
decay rate at 20 angstrom, formula: 0.58346 1/angstrom
kappa + 3/(2r) at 20 angstrom: 0.58177 1/angstrom
damping lengths: 0.4000 down to 0.0125 angstrom
Extrapolated damped integrals, 1/angstrom^2:
  x = 2.0, ct = 0 angstrom: 3.77561e-03
  x = 2.5, ct = 1.5 angstrom, real part: 3.77561e-03
  same pair, |imaginary/real| below 1e-5: True
  timelike x = 1.5, ct = 2.5 angstrom, real: -7.75818e-03
  same timelike pair, imaginary: 4.48066e-03
D at 2 angstrom in atomic units: 1.05728e-03 1/bohr^2
ALL CHECKS PASSED
```
